# Why a Gaussian nucleus rounds off the nuclear cusp: a program that tests the result

```python
# Result under test: a Gaussian nucleus (charge Z, rms radius R) removes the
# cusp of s orbitals. With psi the orbital, V the potential, E the energy:
#   psi = psi(0) [1 + (V(0)-E) r^2/3 + ...],  slope L = psi'/psi,
#   L = -Z g(r/R) to leading order in Z R, with g -> 1 - R^2/(3 r^2) outside.
# Atomic units (bohr, hartree); nonrelativistic electron, fixed nucleus.
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import erf

S = math.sqrt(1.5)            # sqrt(xi) * R
SQPI = math.sqrt(math.pi)


def v_center(Z, R):
    return -2 * Z * S / (R * SQPI)


def g_formula(x):
    """Leading-order slope in units of -Z at r = x R."""
    t = S * x
    return (math.erf(t) * (1 - 1 / (2 * t * t))
            + math.exp(-t * t) / (SQPI * t))


def inner(Z, R, E, xmax, point=False):
    """Integrate r*psi = R*(x + w), x = r/R, psi(0) = 1, from the origin.
    Only regularity is imposed; psi'(0) is left free."""
    def rhs(x, y):
        w, dw = y
        if point:
            vu = -Z * R * (1 + (w / x if x > 0 else 0.0))
        else:
            shape = math.erf(S * x) / x if x > 0 else 2 * S / SQPI
            vu = -Z * R * shape * (x + w)
        return [dw, 2 * (vu - R * R * E * (x + w))]
    out = solve_ivp(rhs, (0, xmax), [0.0, 0.0], method="DOP853",
                    rtol=1e-12, atol=1e-20, max_step=0.05,
                    dense_output=True)
    assert out.success
    return out.sol


def psi_at(sol, x):
    return 1 + sol(x)[0] / x


def slope(sol, R, x):
    w, dw = sol(x)
    return (dw / x - w / x**2) / (1 + w / x) / R


def outer(Z, R, dE, r_stop):
    """Inward integration of delta = L + Z for E = -Z^2/2 + dE."""
    def rhs(r, y):
        d = y[0]
        source = 2 * Z * math.erfc(S * r / R) / r
        return [source - 2 * dE + 2 * Z * d - d * d - 2 * d / r]
    kappa = math.sqrt(Z * Z - 2 * dE)
    out = solve_ivp(rhs, (20 / Z, r_stop), [2 * dE / (Z + kappa)],
                    method="DOP853", rtol=1e-11, atol=1e-18,
                    dense_output=True)
    assert out.success
    return out.sol, out.y[0, -1]


def ground_shift(Z, R, xm=4.0):
    """Energy shift of 1s from matching both solutions at r = xm R."""
    def mismatch(dE):
        sol = inner(Z, R, -Z * Z / 2 + dE, xm)
        return slope(sol, R, xm) + Z - outer(Z, R, dE, xm * R)[1]
    top = min(5 * Z**4 * R**2, 0.3 * Z * Z)
    return brentq(mismatch, 1e-6 * top, top, xtol=1e-11 * top)


def curvature(sol, R, h=0.05):
    """psi''(0)/psi(0) from the computed orbital, extrapolated to r = 0."""
    f = [2 * (psi_at(sol, x) - 1) / (x * R)**2 for x in (h, 2 * h)]
    return (4 * f[0] - f[1]) / 3


# Potential and rms radius from the charge density (Z = R = 1)
def rho(s):
    return (1.5 / math.pi)**1.5 * math.exp(-1.5 * s * s)


rms2 = quad(lambda s: 4 * math.pi * s**4 * rho(s), 0, 12)[0]
assert abs(rms2 - 1) < 1e-8
for r in (0.3, 1.0, 2.5):
    q_in = quad(lambda s: 4 * math.pi * s * s * rho(s), 0, r)[0]
    shell = quad(lambda s: 4 * math.pi * s * rho(s), r, 12)[0]
    assert abs(q_in / r + shell - math.erf(S * r) / r) < 1e-8
v0_quad = -quad(lambda s: 4 * math.pi * s * rho(s), 0, 12)[0]
assert abs(v0_quad - v_center(1, 1)) < 1e-8

# Small nucleus
Z = 10.0
R_fm = 3.0
a0 = const.physical_constants["Bohr radius"][0]
R = R_fm * 1e-15 / a0
zr = Z * R
dE = ground_shift(Z, R)
E = -Z * Z / 2 + dE
V0 = v_center(Z, R)
sol = inner(Z, R, E, 10.0)
curv_num = curvature(sol, R)
curv_formula = 2 * (V0 - E) / 3
assert abs(curv_num / curv_formula - 1) < 1e-4
slope_tiny = slope(sol, R, 0.001)
assert abs(slope_tiny) < 0.002 * Z

# Control: point nucleus, same integrator, keeps the cusp
sol_point = inner(Z, R, -Z * Z / 2, 10.0, point=True)
slope_point = slope(sol_point, R, 0.001)
assert abs(slope_point + Z) < 1e-4 * Z

# Slope across the nuclear surface; neglected terms are of order Z R
xs = (0.1, 0.5, 1.0, 2.0, 3.0, 5.0, 10.0)
ratios = [-slope(sol, R, x) / Z for x in xs]
for x, ratio in zip(xs, ratios):
    assert abs(ratio - g_formula(x)) < zr
R_big = 10 * R
sol_big = inner(Z, R_big, -Z * Z / 2 + ground_shift(Z, R_big), 4.0)
err_small = abs(-slope(sol, R, 1.0) / Z - g_formula(1.0))
err_big = abs(-slope(sol_big, R_big, 1.0) / Z - g_formula(1.0))
assert 8 < err_big / err_small < 12
assert abs((1 - ratios[-1]) * 3 * 10.0**2 - 1) < 0.05

# The same law at the point-nucleus 2s energy, up to a drift of order Z^2 r
sol_2s = inner(Z, R, -Z * Z / 8, 6.0)
ratio_2s = -slope(sol_2s, R, 5.0) / Z
assert abs(ratio_2s - g_formula(5.0)) < Z * 5 * R

reach = [brentq(lambda x: -slope(sol, R, x) / Z - p, 0.05, 9.9)
         for p in (0.5, 0.9, 0.99)]
x_line = Z / (abs(curv_num) * R)
assert abs(x_line - 0.75 * SQPI / S) < 1e-3

# Missing tip: outer cusp continued to r = 0, compared with psi(0)
tip_formula = 2 * math.sqrt(2 / (3 * math.pi)) * zr
tip_to_10R = math.log(psi_at(sol, 10.0)) + 10 * zr
tip_num = tip_to_10R + zr / 30      # algebraic tail beyond 10 R
assert abs(tip_num / tip_formula - 1) < 0.01

# 1s slope outside the nucleus and energy shift
out_sol, _ = outer(Z, R, dE, 4 * R)
r_out = (10 * R, 0.01, 0.1, 1.0)
delta_num = [float(out_sol(r)[0]) for r in r_out]
delta_formula = [Z * R**2 / (3 * r * r) * (1 + 2 * Z * r + 2 * (Z * r)**2)
                 for r in r_out]
for num, ref in zip(delta_num, delta_formula):
    assert abs(num / ref - 1) < 5 * zr
dE_formula = 2 * Z**4 * R**2 / 3
assert abs(dE / dE_formula - 1) < 5 * zr

# Broad nucleus: here E is a visible part of the curvature
Zb, Rb = 1.0, 0.5
Eb = -Zb**2 / 2 + ground_shift(Zb, Rb)
V0b = v_center(Zb, Rb)
curv_b = curvature(inner(Zb, Rb, Eb, 4.0), Rb)
assert abs(curv_b / (2 * (V0b - Eb) / 3) - 1) < 1e-4
assert abs(curv_b / (2 * V0b / 3) - 1) > 0.05
step = 0.01
grid = step * np.arange(1, 2500)
diag = 1 / step**2 - Zb * erf(S * grid / Rb) / grid
off = np.full(len(grid) - 1, -0.5 / step**2)
E_grid = eigh_tridiagonal(diag, off, eigvals_only=True,
                          select="i", select_range=(0, 0))[0]
assert abs(E_grid - Eb) < 1e-4    # grid error is of order step^2

mc2 = 1 / const.fine_structure**2
print(f"small nucleus: Z = {Z:.0f}, R = {R_fm:.1f} fm")
print(f"R = {R:.5e} bohr")
print(f"Z R = {zr:.4e} (dimensionless)")
print(f"V(0) = {V0:.5e} hartree")
print(f"|V(0)|/(m c^2) = {abs(V0) / mc2:.2f}")
print(f"E(1s) = {E:.7f} hartree")
print(f"psi''(0)/psi(0), orbital = {curv_num:.5e} bohr^-2")
print(f"psi''(0)/psi(0), formula = {curv_formula:.5e} bohr^-2")
print(f"slope at 0.001 R, Gaussian = {slope_tiny:.5f} bohr^-1")
print(f"slope at 0.001 R, point = {slope_point:.5f} bohr^-1")
print("r/R, slope/(-Z) computed, leading-order formula:")
for x, ratio in zip(xs, ratios):
    print(f"  {x:5.1f}  {ratio:.5f}  {g_formula(x):.5f}")
print(f"formula error at r = R: {err_small:.3e}")
print(f"formula error at r = R, nucleus 10x larger: {err_big:.3e}")
print(f"slope/(-Z) at 5 R, 2s energy: {ratio_2s:.5f}")
for p, x in zip((50, 90, 99), reach):
    print(f"{p} percent of -Z reached at r/R = {x:.3f}")
print(f"initial linear slope law meets -Z at r/R = {x_line:.4f}")
print(f"missing tip, computed = {tip_num:.4e} (fraction of psi(0))")
print(f"missing tip, formula = {tip_formula:.4e}")
print("r (bohr), 1s slope + Z computed, formula (bohr^-1):")
for r, num, ref in zip(r_out, delta_num, delta_formula):
    print(f"  {r:.4e}  {num:.4e}  {ref:.4e}")
print(f"energy shift, computed = {dE:.4e} hartree")
print(f"energy shift, formula = {dE_formula:.4e} hartree")
print(f"broad nucleus: Z = {Zb:.0f}, R = {Rb:.1f} bohr")
print(f"V(0) = {V0b:.5f} hartree")
print(f"E(1s), matching = {Eb:.5f} hartree")
print(f"E(1s), grid = {E_grid:.5f} hartree")
print(f"psi''(0)/psi(0), orbital = {curv_b:.5f} bohr^-2")
print(f"2(V(0)-E)/3 = {2 * (V0b - Eb) / 3:.5f} bohr^-2")
print(f"2 V(0)/3, E left out = {2 * V0b / 3:.5f} bohr^-2")
print("tests ok")
```

Output:

```
small nucleus: Z = 10, R = 3.0 fm
R = 5.66918e-05 bohr
Z R = 5.6692e-04 (dimensionless)
V(0) = -2.43770e+05 hartree
|V(0)|/(m c^2) = 12.98
E(1s) = -49.9999786 hartree
psi''(0)/psi(0), orbital = -1.62480e+05 bohr^-2
psi''(0)/psi(0), formula = -1.62480e+05 bohr^-2
slope at 0.001 R, Gaussian = -0.00921 bohr^-1
slope at 0.001 R, point = -10.00000 bohr^-1
r/R, slope/(-Z) computed, leading-order formula:
    0.1  0.09184  0.09186
    0.5  0.42862  0.42870
    1.0  0.71382  0.71394
    2.0  0.91664  0.91675
    3.0  0.96287  0.96296
    5.0  0.98660  0.98667
   10.0  0.99663  0.99667
formula error at r = R: 1.226e-04
formula error at r = R, nucleus 10x larger: 1.228e-03
slope/(-Z) at 5 R, 2s energy: 0.98731
50 percent of -Z reached at r/R = 0.601
90 percent of -Z reached at r/R = 1.824
99 percent of -Z reached at r/R = 5.790
initial linear slope law meets -Z at r/R = 1.0856
missing tip, computed = 5.2270e-04 (fraction of psi(0))
missing tip, formula = 5.2231e-04
r (bohr), 1s slope + Z computed, formula (bohr^-1):
  5.6692e-04  3.3681e-02  3.3713e-02
  1.0000e-02  1.3057e-04  1.3070e-04
  1.0000e-01  5.3513e-06  5.3566e-06
  1.0000e+00  2.3653e-06  2.3676e-06
energy shift, computed = 2.1405e-05 hartree
energy shift, formula = 2.1426e-05 hartree
broad nucleus: Z = 1, R = 0.5 bohr
V(0) = -2.76395 hartree
E(1s), matching = -0.43151 hartree
E(1s), grid = -0.43151 hartree
psi''(0)/psi(0), orbital = -1.55496 bohr^-2
2(V(0)-E)/3 = -1.55496 bohr^-2
2 V(0)/3, E left out = -1.84264 bohr^-2
tests ok
```
